**Zero-temperature charge transfer in a broken-gap heterobilayer**

The program tests n = Δ0 / (1/g_e + 1/g_h + e²/C) for Δ0 > 0, and n = 0 otherwise. Here n is the transferred electron density, Δ0 the initial band overlap, g_e and g_h the electron and hole densities of states, and C the geometric capacitance per area. It asserts that the formula agrees, within 1% and 1.5% respectively, with self-consistent filling of levels on a momentum grid and with minimisation of the total energy. Further assertions cover the finite-width capacitance against a Poisson solution, the thermal and nonparabolic state counts, the exchange integral and the bound on hybridisation shifts. For the round model parameters, the formula gives 8.025 × 10¹² cm⁻², and both numerical routes give 8.058 × 10¹² cm⁻². The numerical routes use charge sheets 0.01 nm wide, which slightly reduces their effective distance and accounts for most of this difference. Electrostatics takes up 79% of the initial overlap. The exchange estimate raises the density by 57%, so the Hartree value is not a precise prediction for a real sample.

## Verification by program

```python
"""
Charge transfer in a broken-gap heterobilayer at zero temperature.

Result under test:
    n = D0 / (1/g_e + 1/g_h + e^2/C) for D0 > 0, otherwise n = 0
n   : electron density in the acceptor = hole density in the donor
D0  : donor valence top minus acceptor conduction bottom before transfer
g_e, g_h : densities of states per area and energy, all flavours included
C   : geometric capacitance per area (sheets: eps0*eps/d)

Internal units: eV, nm, nm^-2. Masses are in free-electron masses.
Model inputs are round values in the rough regime of WSe2/SnSe2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

# Constants converted to eV and nm
HBAR2_M = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
E2_EPS0 = const.e / const.epsilon_0 * 1e9              # eV nm
KB = const.k / const.e                                 # eV/K

# Model inputs
overlap0 = 0.30
distance = 0.65
eps_gap = 4.0
mass_x, mass_y, mass_h = 0.8, 0.2, 0.4
flavours_e, flavours_h = 6, 2

# Rough inputs used only to size neglected effects
temperature = 300.0
layer_width = 0.30
alpha = 1.0              # nonparabolicity, 1/eV
hybrid = 0.020           # interlayer matrix element, eV
kappa = 4.0              # surroundings
screen_length = 8.0      # in-plane polarizability length of bilayer, nm
breakdown_field = 10.0   # MV/cm
spin_splitting = 0.40    # WSe2 valence band, eV

# Derived formula
g_e = flavours_e * np.sqrt(mass_x * mass_y) / (2 * np.pi * HBAR2_M)
g_h = flavours_h * mass_h / (2 * np.pi * HBAR2_M)
stiffness = E2_EPS0 * distance / eps_gap               # e^2/C, eV nm^2


def transfer(d0, charging=stiffness):
    return max(d0, 0.0) / (1 / g_e + 1 / g_h + charging)


n0 = transfer(overlap0)
depth_e, depth_h = n0 / g_e, n0 / g_h
electrostatic_shift = stiffness * n0
overlap_left = overlap0 - electrostatic_shift


# Electrostatics from a finite-difference Poisson equation
def poisson_rise(width, eps_function):
    """Acceptor-minus-donor electron energy per density, over e^2/eps0."""
    z = np.linspace(-0.8, 0.8, 16001)
    h = z[1] - z[0]
    donor = (np.abs(z + distance / 2) < width / 2).astype(float)
    acceptor = (np.abs(z - distance / 2) < width / 2).astype(float)
    donor /= donor.sum() * h
    acceptor /= acceptor.sum() * h
    eps_half = eps_function((z[1:] + z[:-1]) / 2)
    right = np.append(eps_half[1:], 0.0)    # zero field at the far end
    bands = np.zeros((3, len(z) - 1))
    bands[0, 1:] = -eps_half[1:]
    bands[1] = eps_half + right
    bands[2, :-1] = -eps_half[1:]
    source = h**2 * (donor - acceptor)[1:]
    phi = np.append(0.0, solve_banded((1, 1), bands, source))
    return h * np.sum((donor - acceptor) * phi)


def uniform_eps(z):
    return eps_gap + 0.0 * z


def varying_eps(z):
    return 5.0 + 2.0 * np.cos(4.0 * z) + z


def enclosed_fraction(z):
    left = np.clip((z + distance / 2) / layer_width + 0.5, 0, 1)
    right = np.clip((z - distance / 2) / layer_width + 0.5, 0, 1)
    return left - right


sheet_rise = poisson_rise(0.01, uniform_eps)
slab_rise = poisson_rise(layer_width, uniform_eps)
slab_distance = distance - layer_width / 3
assert abs(sheet_rise * eps_gap / distance - 1) < 0.01
assert abs(slab_rise * eps_gap / slab_distance - 1) < 0.003
edges = [s * distance / 2 + t * layer_width / 2
         for s in (-1, 1) for t in (-1, 1)]
profile_integral = quad(
    lambda z: enclosed_fraction(z)**2 / varying_eps(z),
    -0.8, 0.8, points=edges)[0]
profile_rise = poisson_rise(layer_width, varying_eps)
assert abs(profile_rise / profile_integral - 1) < 0.003

# Explicit levels on a momentum grid
dk = 0.0064
k_axis = (np.arange(-500, 500) + 0.5) * dk
kx2, ky2 = np.meshgrid(k_axis**2, k_axis**2)
levels_e = np.sort((HBAR2_M / 2 * (kx2 / mass_x + ky2 / mass_y)).ravel())
levels_h = np.sort((HBAR2_M / 2 * (kx2 + ky2) / mass_h).ravel())
cell = dk**2 / (4 * np.pi**2)
charging_numeric = E2_EPS0 * sheet_rise


def filled_density(overlap):
    """Fill both layers to the common level that keeps them neutral."""
    low, high = min(0, overlap) - 0.05, max(0, overlap) + 0.05
    for _ in range(50):
        mu = (low + high) / 2
        electrons = flavours_e * np.searchsorted(levels_e, mu)
        holes = flavours_h * np.searchsorted(levels_h, overlap - mu)
        if electrons < holes:
            low = mu
        else:
            high = mu
    return cell * flavours_e * np.searchsorted(levels_e, high)


n_filled = brentq(
    lambda n: filled_density(overlap0 - charging_numeric * n) - n,
    0.0, overlap0 / charging_numeric, xtol=1e-9)
assert abs(n_filled / n0 - 1) < 0.01
assert filled_density(-0.10) < 1e-4 * n0
assert transfer(-0.10) == 0.0

# Minimum of the total energy, using summed level energies
sum_e = np.append(0, np.cumsum(levels_e)) * cell * flavours_e
sum_h = np.append(0, np.cumsum(levels_h)) * cell * flavours_h
count = np.arange(len(sum_e))


def total_energy(n):
    kinetic_e = np.interp(n / (cell * flavours_e), count, sum_e)
    kinetic_h = np.interp(n / (cell * flavours_h), count, sum_h)
    return (-overlap0 * n + kinetic_e + kinetic_h
            + charging_numeric * n**2 / 2)


best = minimize_scalar(total_energy, bounds=(0, 2 * n0),
                       method="bounded", options={"xatol": 1e-8})
energy0 = -overlap0 * n0 / 2
assert abs(best.x / n0 - 1) < 0.015
assert abs(best.fun / energy0 - 1) < 0.01


# Finite temperature
def thermal_depth(n, g, temp):
    x = n / (g * KB * temp)
    return KB * temp * (x + np.log(-np.expm1(-x)))


def thermal_transfer(temp):
    def mismatch(n):
        return (overlap0 - stiffness * n - thermal_depth(n, g_e, temp)
                - thermal_depth(n, g_h, temp))
    return brentq(mismatch, 1e-8, 3 * n0)


n_warm = thermal_transfer(temperature)
mu_e = thermal_depth(n_warm, g_e, temperature)
mu_h = thermal_depth(n_warm, g_h, temperature)
kt = KB * temperature
sum_warm_e = flavours_e * cell * expit((mu_e - levels_e) / kt).sum()
sum_warm_h = flavours_h * cell * expit((mu_h - levels_h) / kt).sum()
assert abs(sum_warm_e / n_warm - 1) < 0.003
assert abs(sum_warm_h / n_warm - 1) < 0.003
assert abs(thermal_transfer(5.0) / n0 - 1) < 1e-3


# Nonparabolic bands: E(1 + alpha E) equals the parabolic energy
def nonparabolic_depth(n, g):
    return (np.sqrt(1 + 4 * alpha * n / g) - 1) / (2 * alpha)


bent_levels = (np.sqrt(1 + 4 * alpha * levels_h) - 1) / (2 * alpha)
test_depth = 0.10
bent_count = flavours_h * cell * np.searchsorted(bent_levels, test_depth)
bent_formula = g_h * test_depth * (1 + alpha * test_depth)
assert abs(bent_count / bent_formula - 1) < 0.003
n_bent = brentq(
    lambda n: overlap0 - stiffness * n - nonparabolic_depth(n, g_e)
    - nonparabolic_depth(n, g_h), 0, 3 * n0)


# Exchange lowering at the Fermi edge, lattice screening only
def fermi_wavevector(n, flavours):
    return np.sqrt(4 * np.pi * n / flavours)


def exchange_edge(n, flavours):
    kf = fermi_wavevector(n, flavours)
    integral = quad(lambda a: np.log1p(
        2 * kf * screen_length * np.cos(a) / kappa) / screen_length,
        -np.pi / 2, np.pi / 2)[0]
    return E2_EPS0 * integral / (8 * np.pi**2)


exchange_e = exchange_edge(n0, flavours_e)
exchange_h = exchange_edge(n0, flavours_h)
kf_h = fermi_wavevector(n0, flavours_h)
radius = (np.arange(1500) + 0.5) / 1500 * kf_h
angle = (np.arange(1500) + 0.5) / 1500 * np.pi
rr, aa = np.meshgrid(radius, angle)
q = np.sqrt(rr**2 + kf_h**2 - 2 * rr * kf_h * np.cos(aa))
potential = E2_EPS0 / (2 * q * (kappa + screen_length * q))
area_step = (kf_h / 1500) * (np.pi / 1500)
disc_sum = 2 * np.sum(potential * rr) * area_step / (4 * np.pi**2)
assert abs(disc_sum / exchange_h - 1) < 0.01
n_exchange = brentq(
    lambda n: overlap0 + exchange_edge(n, flavours_e)
    + exchange_edge(n, flavours_h)
    - n * (1 / g_e + 1 / g_h + stiffness), n0, 10 * n0)

# Hybridisation can move either level of a pair by at most its coupling
detunings = np.linspace(0, 1, 201)
pair_shifts = np.array([
    np.linalg.eigvalsh([[0.0, hybrid], [hybrid, d]])[1] - d
    for d in detunings])
assert pair_shifts.max() <= hybrid * (1 + 1e-10)
assert abs(pair_shifts[0] / hybrid - 1) < 1e-10
hybrid_change = transfer(overlap0 + 2 * hybrid) / n0 - 1

n_slab = transfer(overlap0, E2_EPS0 * slab_distance / eps_gap)
n_geometric = overlap0 / stiffness
n_quantum = transfer(overlap0, 0.0)
field = electrostatic_shift / distance * 10            # MV/cm
cap_geo = const.epsilon_0 * eps_gap / (distance * 1e-9) * 100
cap_e = const.e * g_e * 1e18 * 100                     # uF/cm2
cap_h = const.e * g_h * 1e18 * 100
cap_total = 1 / (1 / cap_geo + 1 / cap_e + 1 / cap_h)
charge = n0 * 1e18 * const.e * 100                     # uC/cm2
assert abs(cap_total * overlap0 / charge - 1) < 1e-9


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Initial overlap", overlap0, "eV")
show("Layer distance", distance, "nm")
show("Interlayer relative permittivity", eps_gap, "")
show("Electron mass along x", mass_x, "m0")
show("Electron mass along y", mass_y, "m0")
show("Hole mass", mass_h, "m0")
show("Electron flavours", flavours_e, "")
show("Hole flavours", flavours_h, "")
show("Electron density of states", g_e * 1e14, "1/(eV cm2)")
show("Hole density of states", g_h * 1e14, "1/(eV cm2)")
show("Geometric capacitance", cap_geo, "uF/cm2")
show("Electron quantum capacitance", cap_e, "uF/cm2")
show("Hole quantum capacitance", cap_h, "uF/cm2")
show("Series capacitance", cap_total, "uF/cm2")
show("Transferred density, formula", n0 * 1e14, "cm^-2")
show("Transferred density, level filling", n_filled * 1e14, "cm^-2")
show("Transferred density, energy minimum", best.x * 1e14, "cm^-2")
show("Transferred charge", charge, "uC/cm2")
show("Electron Fermi depth", depth_e * 1e3, "meV")
show("Hole Fermi depth", depth_h * 1e3, "meV")
show("Electrostatic shift", electrostatic_shift * 1e3, "meV")
show("Remaining overlap", overlap_left * 1e3, "meV")
show("Electrostatic share of overlap",
     100 * electrostatic_shift / overlap0, "%")
show("Energy gain per transferred electron", -energy0 / n0, "eV")
show("Density if state densities were infinite", n_geometric * 1e14, "cm^-2")
show("Density if capacitance were infinite", n_quantum * 1e14, "cm^-2")
show("Internal field", field, "MV/cm")
show("Rough breakdown field", breakdown_field, "MV/cm")
show("Rough valence spin splitting", spin_splitting * 1e3, "meV")
show("Temperature of use", temperature, "K")
show("Thermal energy", kt * 1e3, "meV")
show("Density at temperature of use", n_warm * 1e14, "cm^-2")
show("Change from temperature", 100 * (n_warm / n0 - 1), "%", 3)
show("Rough layer charge width", layer_width, "nm")
show("Effective distance with width", slab_distance, "nm")
show("Change from layer width", 100 * (n_slab / n0 - 1), "%", 3)
show("Rough nonparabolicity", alpha, "1/eV")
show("Change from nonparabolicity", 100 * (n_bent / n0 - 1), "%", 3)
show("Rough interlayer coupling", hybrid * 1e3, "meV")
show("Change if both edges move by coupling", 100 * hybrid_change, "%", 3)
show("Rough surrounding permittivity", kappa, "")
show("Rough in-plane screening length", screen_length, "nm")
show("Electron exchange lowering at n", exchange_e * 1e3, "meV", 3)
show("Hole exchange lowering at n", exchange_h * 1e3, "meV", 3)
show("Density with exchange estimate", n_exchange * 1e14, "cm^-2", 3)
show("Change from exchange estimate", 100 * (n_exchange / n0 - 1), "%", 3)
print("all assertions hold")
```

Running it gives:

```
Initial overlap: 0.3 eV
Layer distance: 0.65 nm
Interlayer relative permittivity: 4
Electron mass along x: 0.8 m0
Electron mass along y: 0.2 m0
Hole mass: 0.4 m0
Electron flavours: 6
Hole flavours: 2
Electron density of states: 5.013e+14 1/(eV cm2)
Hole density of states: 1.671e+14 1/(eV cm2)
Geometric capacitance: 5.449 uF/cm2
Electron quantum capacitance: 80.31 uF/cm2
Hole quantum capacitance: 26.77 uF/cm2
Series capacitance: 4.286 uF/cm2
Transferred density, formula: 8.025e+12 cm^-2
Transferred density, level filling: 8.058e+12 cm^-2
Transferred density, energy minimum: 8.058e+12 cm^-2
Transferred charge: 1.286 uC/cm2
Electron Fermi depth: 16.01 meV
Hole Fermi depth: 48.03 meV
Electrostatic shift: 236 meV
Remaining overlap: 64.03 meV
Electrostatic share of overlap: 78.66 %
Energy gain per transferred electron: 0.15 eV
Density if state densities were infinite: 1.02e+13 cm^-2
Density if capacitance were infinite: 3.76e+13 cm^-2
Internal field: 3.63 MV/cm
Rough breakdown field: 10 MV/cm
Rough valence spin splitting: 400 meV
Temperature of use: 300 K
Thermal energy: 25.85 meV
Density at temperature of use: 8.625e+12 cm^-2
Change from temperature: 7.48 %
Rough layer charge width: 0.3 nm
Effective distance with width: 0.55 nm
Change from layer width: 13.8 %
Rough nonparabolicity: 1 1/eV
Change from nonparabolicity: 0.798 %
Rough interlayer coupling: 20 meV
Change if both edges move by coupling: 13.3 %
Rough surrounding permittivity: 4
Rough in-plane screening length: 8 nm
Electron exchange lowering at n: 61.1 meV
Hole exchange lowering at n: 87.5 meV
Density with exchange estimate: 1.26e+13 cm^-2
Change from exchange estimate: 57.1 %
all assertions hold
```
